# Which layer of a gate stack reaches its critical field first: verification in Python

```python
"""
Result under test: in a charge-free stack of flat linear dielectrics, the layer
that first reaches its critical field under a rising voltage is the one with the
smallest permittivity * critical field, whatever the thicknesses.  The voltage
at which this happens is min(eps*Ec) * sum(thickness/eps).

Symbols: thick = layer thicknesses (m), perm = relative permittivities,
crit = critical fields (V/m), sheet = interface charge densities (C/m^2).
Layers are listed from substrate (0 V) to gate (positive).  Fields are counted
positive from gate to substrate.  Independent road: the potential minimizes the
electrostatic energy on a mesh; a common displacement is never imposed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

EPS0, Q = const.epsilon_0, const.e
NM, MVCM, UCCM2 = 1e-9, 1e8, 1e-2      # SI value of nm, MV/cm, uC/cm^2


def layer_fields(voltage, thick, perm, sheet=None, cells=4):
    """Field in every layer from the minimum of the electrostatic energy."""
    width = np.repeat(np.asarray(thick) / cells, cells)
    stiffness = EPS0 * np.repeat(perm, cells) / width
    n = len(width)
    matrix = np.zeros((n + 1, n + 1))
    for j, s in enumerate(stiffness):
        matrix[j:j + 2, j:j + 2] += s * np.array([[1.0, -1.0], [-1.0, 1.0]])
    load = np.zeros(n + 1)
    if sheet is not None:
        load[cells:n:cells] = sheet
    potential = np.zeros(n + 1)
    potential[-1] = voltage
    potential[1:-1] = np.linalg.solve(
        matrix[1:-1, 1:-1], load[1:-1] - matrix[1:-1, -1] * voltage)
    field = (np.diff(potential) / width).reshape(-1, cells)
    # The field must come out uniform inside each layer.
    assert np.ptp(field, axis=1).max() <= 1e-6 * np.abs(field).max()
    return field.mean(axis=1)


def find_onset(thick, perm, crit, sheet=None):
    """Raise the voltage until some layer is critical; return voltage, layer."""
    def excess(v):
        return np.max(np.abs(layer_fields(v, thick, perm, sheet)) / crit) - 1
    # At sum(crit*thick) volts at least one layer must be at its limit.
    v = brentq(excess, 0.0, 1.001 * np.sum(crit * thick), xtol=1e-13)
    ratio = np.abs(layer_fields(v, thick, perm, sheet)) / crit
    return v, int(np.argmax(ratio))


# ---- Random stacks: the product rule, and three rival rules ----
rng = np.random.default_rng(7)
trials = 300
rival_hits = {"lowest critical field": 0, "largest field": 0,
              "thinnest layer": 0}
for _ in range(trials):
    n_layers = rng.integers(2, 6)
    thick = 10 ** rng.uniform(-0.5, 1.5, n_layers) * NM
    perm = rng.uniform(3, 40, n_layers)
    crit = rng.uniform(1, 15, n_layers) * MVCM
    v_mesh, first = find_onset(thick, perm, crit)
    product = EPS0 * perm * crit
    assert first == np.argmin(product)
    v_rule = product.min() * np.sum(thick / (EPS0 * perm))
    assert abs(v_mesh / v_rule - 1) < 1e-8
    rival_hits["lowest critical field"] += int(first == np.argmin(crit))
    rival_hits["largest field"] += int(first == np.argmin(perm))
    rival_hits["thinnest layer"] += int(first == np.argmin(thick))
assert all(hits < trials for hits in rival_hits.values())

# ---- Worked example: interfacial oxide (0) under CeO2 (1), rough values ----
perm = np.array([3.9, 23.0])
crit = np.array([12.0, 4.0]) * MVCM
thick = np.array([1.0, 4.0]) * NM
product = EPS0 * perm * crit
eot = np.sum(thick * 3.9 / perm)
v_on, first = find_onset(thick, perm, crit)
f_on = layer_fields(v_on, thick, perm)
assert first == 0 and np.argmin(crit) == 1
assert abs(v_on / (product.min() * eot / (3.9 * EPS0)) - 1) < 1e-8

print("EXAMPLE: layer 1 interfacial oxide, layer 2 CeO2")
for i in range(2):
    print(f"layer {i+1}: k = {perm[i]:.1f}, thickness = {thick[i]/NM:.1f} nm")
    print(f"  critical field = {crit[i]/MVCM:.1f} MV/cm")
    print(f"  k*Ec = {perm[i]*crit[i]/MVCM:.1f} MV/cm")
    print(f"  eps*Ec = {product[i]/UCCM2:.3f} uC/cm2")
    print(f"  field at onset = {f_on[i]/MVCM:.3f} MV/cm")
    print(f"  voltage at onset = {f_on[i]*thick[i]:.3f} V")
print(f"EOT = {eot/NM:.3f} nm")
print(f"onset voltage = {v_on:.3f} V, first critical: layer {first+1}")

# ---- Thickness sweep, and reversal of the order by interface charge ----
flip = product[1] - product[0]          # magnitude of the negative charge
print("SWEEP: t1 nm, t2 nm, onset V, layer-1 share %, E2/Ec2, first")
for t1, t2 in [(0.5, 2), (1, 4), (1, 20), (3, 2), (0.5, 50)]:
    t = np.array([t1, t2]) * NM
    v, layer = find_onset(t, perm, crit)
    f = layer_fields(v, t, perm)
    assert layer == 0
    assert abs(f[1] / crit[1] - product[0] / product[1]) < 1e-8
    assert find_onset(t, perm, crit, [-0.98 * flip])[1] == 0
    assert find_onset(t, perm, crit, [-1.02 * flip])[1] == 1
    print(f"  {t1:4.1f} {t2:5.1f} {v:7.3f} {100*f[0]*t[0]/v:6.1f}"
          f" {f[1]/crit[1]:6.3f}   layer {layer+1}")

print(f"RANDOM STACKS: {trials}, product rule right in all")
for rule, hits in rival_hits.items():
    print(f"  rule '{rule}' right in {100*hits/trials:.0f} %")

# ---- Smaller interface charge only shifts the onset voltage ----
number = 1e13                            # electrons per cm^2
sigma = -number * 1e4 * Q
v_charged, layer = find_onset(thick, perm, crit, [sigma])
shift = -sigma * thick[1] / (EPS0 * perm[1])
assert layer == 0 and abs(v_charged - v_on - shift) < 1e-8
print("NEGLECTED EFFECTS")
print(f"reversing charge = -{flip/UCCM2:.2f} uC/cm2")
print(f"  = {flip/Q/1e4:.2e} electrons/cm2")
print(f"onset shift for {number:.0e} electrons/cm2 = {v_charged-v_on:.3f} V")

# ---- How far the CeO2 parameters may fall before the order reverses ----
crit_limit = product[0] / (EPS0 * perm[1])
perm_limit = product[0] / (EPS0 * crit[1])
for factor, expected in [(1.02, 0), (0.98, 1)]:
    weaker = np.array([crit[0], factor * crit_limit])
    assert find_onset(thick, perm, weaker)[1] == expected
    lower = np.array([perm[0], factor * perm_limit])
    assert find_onset(thick, lower, crit)[1] == expected
print(f"order reverses if CeO2 Ec < {crit_limit/MVCM:.2f} MV/cm")
print(f"order reverses if CeO2 k < {perm_limit:.1f}")

# ---- Interlayer turned into a short: thickness decides what follows ----
shorted = np.array([1e7, perm[1]])       # huge permittivity acts as a conductor
f_after = layer_fields(v_on, thick, shorted)[1]
assert abs(f_after * thick[1] / v_on - 1) < 1e-4
t2_safe = crit[0] * thick[0] / (crit[1] - crit_limit)
for factor, fails in [(0.97, True), (1.03, False)]:
    t = np.array([thick[0], factor * t2_safe])
    v = find_onset(t, perm, crit)[0]
    assert (layer_fields(v, t, shorted)[1] > crit[1]) == fails
print(f"CeO2 field after interlayer short = {f_after/MVCM:.2f} MV/cm")
print(f"CeO2 stays below Ec if thicker than {t2_safe/NM:.2f} nm")

# ---- Ohmic leakage at a held voltage below the charge-free onset ----
gamma = np.array([1e-8, 1e-9])           # model conductivities, S/m
v_hold = 1.9
assert v_hold < v_on
tau = np.sum(EPS0 * perm / thick) / np.sum(gamma / thick)


def charging_rate(time_in_tau, charge):
    f = layer_fields(v_hold, thick, perm, [charge[0]])
    return [tau * (gamma[1] * f[1] - gamma[0] * f[0])]


times = np.linspace(0, 25, 2501)         # in units of tau
run = solve_ivp(charging_rate, (0, 25), [0.0], t_eval=times,
                rtol=1e-8, atol=1e-11, max_step=0.5)
assert run.success
charge = run.y[0]
at_tau = np.interp(1.0, times, charge) / charge[-1]
assert abs(at_tau - (1 - np.exp(-1))) < 1e-4
history = np.array([layer_fields(v_hold, thick, perm, [c]) for c in charge])
ratio = history / crit
assert np.argmax(ratio[0]) == 0 and ratio[0].max() < 1
assert np.argmax(ratio[-1]) == 1 == np.argmin(gamma * crit)
assert abs(gamma[0] * history[-1, 0] / (gamma[1] * history[-1, 1]) - 1) < 1e-5
assert ratio[:, 0].max() < 1 < ratio[-1, 1]
t_reach = np.interp(1.0, ratio[:, 1], times) * tau
print(f"LEAKAGE MODEL: held at {v_hold:.1f} V")
print(f"conductivities = {gamma[0]/100:.0e}, {gamma[1]/100:.0e} S/cm")
print(f"relaxation time = {tau*1e3:.2f} ms")
print(f"start fields = {history[0,0]/MVCM:.2f}, {history[0,1]/MVCM:.2f} MV/cm")
print(f"final fields = {history[-1,0]/MVCM:.2f},"
      f" {history[-1,1]/MVCM:.2f} MV/cm")
print(f"CeO2 reaches its critical field after {t_reach*1e3:.1f} ms")

# ---- Rough direct tunnelling through the interlayer, metal-like emitter ----
barrier, mass_ratio = 3.1, 0.5           # eV above Fermi level; tunnelling mass
mass = mass_ratio * const.m_e


def wkb_exponent(depth, field):
    """Twice the decay integral for an electron 'depth' eV below Fermi level."""
    top = (barrier + depth) * Q
    end = top - Q * field * thick[0]
    return 4 * np.sqrt(2 * mass) / (3 * const.hbar * Q * field) * (
        top ** 1.5 - end ** 1.5)


def tunnel_current(field):
    """Zero-temperature current density in A/m^2."""
    drop = field * thick[0]
    supply = quad(lambda w: min(w, drop) * np.exp(-wkb_exponent(w, field)),
                  0, 8, points=[drop])[0]
    return 4 * np.pi * const.m_e * Q / const.h ** 3 * Q ** 2 * supply


for depth in (0.0, 0.5):                 # closed form against direct quadrature
    direct = 2 * NM * quad(lambda x: np.sqrt(2 * mass * Q * (
        barrier + depth - f_on[0] * x * NM)) / const.hbar, 0, thick[0] / NM)[0]
    assert abs(direct / wkb_exponent(depth, f_on[0]) - 1) < 1e-8

v_use = 1.0
f_use = layer_fields(v_use, thick, perm)[0]
print("TUNNELLING THROUGH INTERLAYER (rough)")
print(f"barrier = {barrier:.1f} eV, mass = {mass_ratio:.1f} electron masses")
for name, field in [(f"{v_use:.1f} V", f_use), ("onset", f_on[0])]:
    current = tunnel_current(field)
    print(f"at {name}: current = {current/1e4:.0e} A/cm2")
    print(f"  time to bring reversing charge = {flip/current*1e9:.1g} ns")

print("all tests passed")
```

Output:

```
EXAMPLE: layer 1 interfacial oxide, layer 2 CeO2
layer 1: k = 3.9, thickness = 1.0 nm
  critical field = 12.0 MV/cm
  k*Ec = 46.8 MV/cm
  eps*Ec = 4.144 uC/cm2
  field at onset = 12.000 MV/cm
  voltage at onset = 1.200 V
layer 2: k = 23.0, thickness = 4.0 nm
  critical field = 4.0 MV/cm
  k*Ec = 92.0 MV/cm
  eps*Ec = 8.146 uC/cm2
  field at onset = 2.035 MV/cm
  voltage at onset = 0.814 V
EOT = 1.678 nm
onset voltage = 2.014 V, first critical: layer 1
SWEEP: t1 nm, t2 nm, onset V, layer-1 share %, E2/Ec2, first
   0.5   2.0   1.007   59.6  0.509   layer 1
   1.0   4.0   2.014   59.6  0.509   layer 1
   1.0  20.0   5.270   22.8  0.509   layer 1
   3.0   2.0   4.007   89.8  0.509   layer 1
   0.5  50.0  10.774    5.6  0.509   layer 1
RANDOM STACKS: 300, product rule right in all
  rule 'lowest critical field' right in 67 %
  rule 'largest field' right in 59 %
  rule 'thinnest layer' right in 31 %
NEGLECTED EFFECTS
reversing charge = -4.00 uC/cm2
  = 2.50e+13 electrons/cm2
onset shift for 1e+13 electrons/cm2 = 0.315 V
order reverses if CeO2 Ec < 2.03 MV/cm
order reverses if CeO2 k < 11.7
CeO2 field after interlayer short = 5.03 MV/cm
CeO2 stays below Ec if thicker than 6.11 nm
LEAKAGE MODEL: held at 1.9 V
conductivities = 1e-10, 1e-11 S/cm
relaxation time = 8.34 ms
start fields = 11.32, 1.92 MV/cm
final fields = 0.46, 4.63 MV/cm
CeO2 reaches its critical field after 12.1 ms
TUNNELLING THROUGH INTERLAYER (rough)
barrier = 3.1 eV, mass = 0.5 electron masses
at 1.0 V: current = 2e+04 A/cm2
  time to bring reversing charge = 0.3 ns
at onset: current = 4e+04 A/cm2
  time to bring reversing charge = 0.1 ns
all tests passed
```
